Error of Cascading Two Scatterers Through Propagating Modes Only

**1. A wrong answer that conserves flux**

Two scatterers stand 2 Å apart in a strip 10 Å wide that carries one propagating mode. If their scattering matrices are joined through that mode alone, the transmission probability comes out as 0.256. With all modes kept it is 0.210. The short calculation is 22 % too high, and yet its transmission and reflection add up to one. Flux conservation gives no warning, so the error needs an estimate of its own.

The silence of the flux test has a simple cause. A closed mode that only decays away from a scatterer carries no current. For waves arriving in open modes, each scatterer therefore conserves the flux of the open modes by itself. Let s, a, b, r and t be the flux-normalised amplitudes of the incident wave, the right-going and left-going waves in the gap, and the reflected and transmitted waves. Then

|s|² + |b|² = |r|² + |a|² at A,

|a|² = |b|² + |t|² at B.

The same |a| and |b| appear in both lines because free propagation changes only phases. Adding the lines gives |s|² = |r|² + |t|², whatever was lost by dropping the closed modes.

**2. Setting and exact cascade**

Atomic units are used in the algebra. The energy E is fixed and lies off every subband edge Eₙ. The wave numbers are

kₙ = √(2(E − Eₙ)) for open modes, kₙ = iκₙ for closed modes, κₙ = √(2(Eₙ − E)).

The phase convention is e^(ikx) for motion to the right. Let d be the length of free lead between the facing planes of A (left) and B (right), and let P be the diagonal matrix with entries e^(ikₙd). In a closed mode this entry is e^(−κₙd).

Let a now collect the amplitudes of all modes leaving A towards B, taken at A, and let b collect those leaving B towards A, taken at B. With r_A and r_B the reflection matrices seen from the gap, and a unit incident wave,

a = t_A + r_A P b, b = r_B P a, t = t_B P a.

Inserting b into the first equation and solving for a gives

t = t_B P (1 − r_A P r_B P)⁻¹ t_A. (1)

With all modes kept, this is exact. The truncated cascade keeps only the open blocks, marked p:

t₀ = t_B,pp P_p D t_A,pp, D = (1 − r_A,pp P_p r_B,pp P_p)⁻¹. (2)

**3. The first correction**

Let e denote the slowest closed mode, assumed non-degenerate, with decay constant κ, and let q = e^(−κd). Split P into its open part P_p, a piece δP with the single entry q in mode e, and faster-decaying entries. Expand (1) to first order in q.

At zeroth order the closed modes do not cross the gap, but A and B still emit them. The amplitudes are

a_p = D t_A,pp,

a_e = t_A,ep + r_A,ep P_p r_B,pp P_p a_p,

b_e = r_B,ep P_p a_p.

At first order, two waves arrive through the closed mode: q a_e at B and q b_e at A. They change the open wave leaving A by δa_p. This obeys

δa_p = r_A,pp P_p r_B,pp P_p δa_p + q r_A,pe b_e + q r_A,pp P_p r_B,pe a_e.

The first term is the repeated open round trip. The second is the closed wave from B converted at A. The third is the closed wave from A, converted at B into an open wave and then reflected at A. Moving the first term to the left and multiplying by D gives

δa_p = q D (r_A,pe b_e + r_A,pp P_p r_B,pe a_e).

The transmitted wave changes by direct conversion at B and through δa_p:

t − t₀ = q t_B,pe a_e + t_B,pp P_p δa_p + faster terms.

Collecting the factors of a_e and b_e,

t − t₀ = e^(−κd) C(d) + faster terms, C = L_B a_e + L_A b_e, (3)

L_B = t_B,pe + t_B,pp P_p D r_A,pp P_p r_B,pe,

L_A = t_B,pp P_p D r_A,pe.

C collects every path that crosses the gap once in the closed mode. The omitted terms are of order e^(−2κd) and e^(−κ′d), where κ′ belongs to the next closed mode.

The separation enters C only through open-mode phases. With one open mode, raising d by π/k reverses the sign of P_p. In a_e and L_B this factor occurs in pairs, while b_e and L_A both change sign. Hence C repeats with period π/k. The exponential law describes the envelope; the error at a particular d can lie well below it.

For one open mode, the probability follows from |t₀ + δ|² with δ = qC:

T − T₀ = 2 Re(t₀* C) e^(−κd) + faster terms. (4)

The sign depends on the relative phase of t₀ and C, so truncation can raise or lower T.

**4. When the rate or the expansion changes**

*Selection rules.* If neither scatterer couples mode e to the open modes, all four quantities in C vanish and the next coupled mode sets the rate. If only A lacks this coupling, then a_e = 0 and L_A = 0, so C is again zero. Mode e can still leave B, reflect at A and return to B, which contributes

q² L_B r_A,ee b_e.

This decays as e^(−2κd) and competes with a single crossing of the next mode.

*Sharp resonances.* L_B, L_A, a_e and b_e can each contain D. For one open mode, |D| ≤ 1/(1 − |r_A r_B|), which is large between two strong reflectors. With only this mode and mode e kept, the determinant of 1 − r_A P r_B P in (1) is, to first order in q,

1 − r_A r_B P_p² − q P_p (r_A,pe r_B,ep + r_A,ep r_B,pe).

The expansion requires the term with q to be small compared with |1 − r_A r_B P_p²|.

*Large closed-mode reflection.* Flux conservation sets no upper bound on |r_ee|, since a lone closed wave carries no flux. The solvable scatterer below shows how it can diverge.

**5. A solvable scatterer and the subband edge**

Take a sheet V = g(y)δ(x), with transverse modes χₙ and Gₘₙ = ∫χₘ g χₙ dy. Writing ψ = Σ cₙ(x)χₙ(y), the Schrödinger equation gives

cₙ″ + kₙ² cₙ = 2δ(x) Σₘ Gₙₘ cₘ.

Integration across the sheet gives a jump 2Gc(0) in c′. With K the diagonal matrix of kₙ, the slope is iKt on the right and iK(1 − r) on the left. Continuity requires 1 + r = t, so 1 − r = 2 − t and

iKt − iK(2 − t) = 2Gt, hence (K + iG)t = K,

t = (K + iG)⁻¹K, r = t − 1. (5)

For a closed mode coupled to nothing else, r_ee = −G/(κ + G). This diverges at G = −κ, where an attractive sheet has a bound state. Coupling to the open mode turns this state into a resonance, and |r_ee| then has a finite peak.

As E approaches the edge of mode e from below, κ → 0. By (5), the column of t belonging to mode e is proportional to κ, so L_B, L_A and C vanish with κ. This does not make the truncation good. At the same time r_ee → −1, and repeated closed crossings no longer die out.

The limit is found directly at the edge. There c_e″ = 0 between the sheets, so c_e is linear with slope

σ = [c_e(d) − c_e(0)]/d.

Outside, a bounded solution is constant. The jump conditions are therefore

σ = 2[Gc(0)]_e at A, −σ = 2[Gc(d)]_e at B.

For σ = 0 these are the conditions for separate sheets, joined by open modes only. At finite d they are perturbed by σ, which is proportional to 1/d when the open phase is held fixed. Generically the error then falls as 1/d, and no exponential protection remains.

**6. Numbers for one strip**

The strip has hard walls, width W = 10 Å and the free electron mass; E = 0.80 eV. Both sheets have g(y) = 5 eV Å × exp[−((y − y₀)/2 Å)²], with y₀ = 3 Å for A and 6.5 Å for B. The first three levels are 0.3760, 1.5041 and 3.3843 eV. Since E₁ corresponds to the wave number π/W,

k = (π/W)√((E − E₁)/E₁) = 0.3142 × √(0.4240/0.3760) = 0.334 Å⁻¹,

κ = (π/W)√((E₂ − E)/E₁) = 0.3142 × √(0.7041/0.3760) = 0.430 Å⁻¹.

The decay length is 2.33 Å, and C repeats every π/k = 9.42 Å. The reference amplitude comes from the integral equation for both sheets together, with 16 modes. Errors are relative to a unit incident amplitude.

| d (Å) | T, all modes | T, open only | error of t | e^(−κd)·abs(C) |
|---|---|---|---|---|
| 2 | 0.2101 | 0.2563 | 0.0529 | 0.0480 |
| 5 | 0.5564 | 0.5847 | 0.0245 | 0.0237 |
| 10 | 0.2917 | 0.2907 | 0.00114 | 0.00115 |
| 20 | 0.26504 | 0.26506 | 0.0000175 | 0.0000175 |

The first correction is 9 % short of the error at 2 Å and 3 % short at 5 Å. Two arbitrary separations do not reveal the rate: the entries at 5 and 10 Å give ln(0.0245/0.00114)/5 Å = 0.61 Å⁻¹, because |C| has changed as well. Comparing 20 Å with a separation one period larger removes this effect and gives 0.4299 Å⁻¹, equal to κ to the digits shown.

Over a period |C| lies between 0.055 and 0.207. To leading order, an amplitude error of at most ε is therefore guaranteed if

d ≥ ln(C_max/ε)/κ. (6)

For ε = 0.001 this is ln(206.5)/0.4299 = 12.4 Å, or 23.4 bohr. Over the next two periods the largest error found was 0.00068. The limit would be reached only if |C| had its maximum at the starting separation. The rule also needs e^(−κd) = ε/C_max to be small. Close to the subband edge C_max shrinks with κ and this condition fails: 10⁻⁵ eV below E₂, (6) gives about 830 Å for ε = 0.001, while the error beyond that separation reaches 0.0014.

The selection rules also appear in the rates. With both sheets centred, mode 2 drops out and the measured rate is 0.824 Å⁻¹, which is κ₃. With only A centred and modes 1 and 2 kept, it is 0.860 Å⁻¹, which is 2κ. In the full strip these two rates are so close that the contributions would separate only over tens of angstrom.

Near the second subband edge, the error at 20 Å is 0.0053 for E 0.1 eV below it and 0.014 for 0.01 eV below. The open phase changes between these cases too. At 10⁻⁹ eV below the edge, doubling d from 231 Å at fixed open phase reduces the error by a factor 1.98, close to the 2 of the 1/d law. The coefficient of 1/d depends strongly on the open phase and does not repeat with period π/k: error × d is about 2.1 Å when kd is a large even multiple of π, as here, but below 0.001 Å at kd = 5π.

The exponential law does not depend on thin sheets. On a lattice strip four sites wide, with scatterers two columns long and k = π/5 per site, the errors at separations of 14 and 24 sites, which are two periods π/k of C apart, give a rate of 0.7672 per site. The lattice decay constant has the same value.

**7. Reading the estimate for a real wire**

A width of 10 Å is far below that of a gate-defined semiconductor wire, which is roughly several hundred angstrom. For hard walls, κ = (π/W)√(4 − E/E₁) does not contain the mass, so at the same E/E₁ the decay length stays at 0.23 W: about 116 Å for W = 500 Å. With an effective mass of roughly 0.07 electron masses, however, the distance to the next edge shrinks to about 0.004 eV. That is well below the thermal energy of 0.026 eV at 300 K, so the estimate at a single energy then requires a temperature of a few kelvin. In the 10 Å strip, raising E by 0.026 eV increases e^(−κd) at 20 Å by about 17 %, although κ itself falls by only 2 %. C changes as well, and the amplitude error at 20 Å grows by about 35 %.

Real walls are also neither sharp nor infinitely high. A gate-defined wire is closer to parabolic, with E₂ = 3E₁; at the same E₁ and E/E₁ as the 500 Å hard-wall wire, the distance to the next edge is then about 0.002 eV and the decay length about 170 Å. Walls of 5 eV around the 10 Å strip lower the second level to 1.08 eV and, at unchanged E, reduce κ to 0.27 Å⁻¹. With C_max left unchanged, which is an assumption, (6) then gives about 20 Å instead of 12.4 Å. The distance to the next subband edge must therefore be known for the actual confinement before (6) is used. Electron interaction is left out throughout.

The remaining values are in the numerical output.

Values computed for the example and the checks

```
strip width 10.0 A, energy 0.80 eV
sheet peak 5.0 eV A, spread 2.0 A, centres 3.0 and 6.5 A
transverse levels 1,2,3: 0.3760, 1.5041, 3.3843 eV
open wave number k = 0.3336 1/A
slowest decay constant kappa = 0.4299 1/A = 0.2275 1/bohr
decay length 1/kappa = 2.326 A
next decay constant = 0.8236 1/A
single-sheet transmission A, B: 0.7174, 0.6258
largest possible loop factor |D|: 1.482
change of t at 5 A when modes are doubled from 16: 1.1e-08
flux defect of truncated cascade at 5 A below 1e-12: True
d (A) | T exact | T open only | |error of t| | one-crossing estimate
  2.0 | 0.210061 | 0.256268 | 5.286e-02 | 4.798e-02
  5.0 | 0.556384 | 0.584663 | 2.445e-02 | 2.368e-02
 10.0 | 0.291700 | 0.290651 | 1.142e-03 | 1.148e-03
 15.0 | 0.771024 | 0.770679 | 3.218e-04 | 3.221e-04
 20.0 | 0.265041 | 0.265057 | 1.752e-05 | 1.752e-05
T shift at 20 A: exact -1.590e-05, estimate -1.590e-05
measured decay rate of the error: 0.4299 1/A
prefactor |C|: smallest 0.0553, largest 0.2065
safe separation for error 1e-03: 12.40 A = 23.43 bohr
largest error found beyond it: 6.76e-04
both sheets symmetric: measured rate 0.8236 1/A
only A symmetric, two modes kept: measured rate 0.8598 1/A, 2 kappa = 0.8598 1/A
two open modes at 2.5 eV, d = 20 A: error norm 1.803e-06, relative mismatch 7.1e-05
0.10 eV below level 2: kappa 0.1620 1/A, error at 20 A 5.325e-03
0.01 eV below level 2: kappa 0.0512 1/A, error at 20 A 1.379e-02
at the edge: error 8.963e-03 at 230.9 A, 4.523e-03 at twice that, ratio 1.982
lattice strip: measured rate 0.76720, kappa 0.76720 per site
thermal energy at 300 K: 0.0259 eV; kappa at E + kT: 0.4219 1/A
walls of 5.0 eV: levels 0.272, 1.077 eV; kappa 0.270 1/A
```
